**Line-width roughness of two correlated edges**

For two edges with equal roughness $\sigma=1.5$ nm and same-direction correlation coefficient $c=0.5$, the line-width roughness is $\mathrm{LWR}=\sigma\sqrt{2(1-c)}=1.5$ nm. The program asserts the general law $\mathrm{LWR}^2=\sigma_L^2+\sigma_R^2-2c\sigma_L\sigma_R$ against numerical integration of a joint Gaussian density, for equal and unequal left and right roughnesses $\sigma_L$ and $\sigma_R$. It also asserts the result for a non-Gaussian three-position profile and, within sampling tolerances, for 2000 random lines. The pooled random lines give an LWR of 1.505 nm. Further assertions cover the centre-line roughness, the scatter of LWR between finite lines, the variance lost by subtracting each line's mean, edge-detection noise and local tilt. For the example's parameters, edge noise of 0.5 nm raises the apparent LWR to 1.66 nm, and finite length scatters the LWR of single lines by about 0.13 nm.

## Numerical verification

```python
# Result under test: two line edges with equal roughness sigma = 1.5 nm and
# edge-correlation coefficient c = 0.5 give line-width roughness 1.5 nm.
# General law: LWR^2 = sL^2 + sR^2 - 2 c sL sR.
# sL, sR : rms displacement of left and right edge (LER, 1-sigma), nm
# c      : zero-lag correlation of displacements, both positive along +x
# LWR    : rms deviation of width = right edge - left edge, nm
# Random lines have edge autocorrelation exp(-(lag/xi)^2).
import numpy as np
from scipy.special import erf

sigma, c = 1.5, 0.5
mean_width, xi, length = 30.0, 25.0, 2000.0
noise = 0.5


def lwr_formula(s_left, s_right, corr):
    return np.sqrt(s_left**2 + s_right**2 - 2 * corr * s_left * s_right)


def lwr_by_integration(s_left, s_right, corr):
    """Rms of (right - left) from the joint Gaussian density on a grid."""
    left = np.linspace(-9 * s_left, 9 * s_left, 601)[:, None]
    right = np.linspace(-9 * s_right, 9 * s_right, 601)[None, :]
    u, v = left / s_left, right / s_right
    density = np.exp(-(u*u - 2*corr*u*v + v*v) / (2 * (1 - corr**2)))
    return np.sqrt(np.sum(density * (right - left)**2) / np.sum(density))


# General law against direct integration, equal and unequal edges
for s_l, s_r, corr in [(1.5, 1.5, 0.5), (1.5, 1.5, 0.0), (1.5, 1.5, -0.5),
                       (1.6, 1.4, 0.5), (2.0, 0.7, 0.8)]:
    assert abs(lwr_by_integration(s_l, s_r, corr)
               - lwr_formula(s_l, s_r, corr)) < 1e-6
lwr = lwr_formula(sigma, sigma, c)
lwr_integral = lwr_by_integration(sigma, sigma, c)
assert abs(lwr_integral - 1.5) < 1e-6

# Three-position profile: not Gaussian, can be checked by hand
a = sigma * np.sqrt(3 / 2)
left3 = a * np.array([1.0, -1.0, 0.0])
right3 = a * np.array([1.0, 0.0, -1.0])
width3 = right3 - left3
c3 = np.corrcoef(left3, right3)[0, 1]
c3_outward = np.corrcoef(-left3, right3)[0, 1]
assert abs(left3.std() - sigma) < 1e-12
assert abs(right3.std() - sigma) < 1e-12
assert abs(c3 - 0.5) < 1e-12 and abs(c3_outward + 0.5) < 1e-12
assert abs(width3.std() - sigma) < 1e-12

# Random lines, cut from periodic profiles twice as long as the window
rng = np.random.default_rng(7)
n_lines, step = 2000, 2.5
n_window = int(length / step)
n_period = 2 * n_window
k_all = 2 * np.pi * np.fft.fftfreq(n_period, step)
k_half = 2 * np.pi * np.fft.rfftfreq(n_period, step)
norm = np.sqrt(np.mean(np.exp(-(k_all * xi)**2 / 4)))
spectral_filter = np.exp(-(k_half * xi)**2 / 8) / norm


def unit_profiles():
    white = rng.standard_normal((n_lines, n_period))
    smooth = np.fft.irfft(np.fft.rfft(white) * spectral_filter, n_period)
    return smooth[:, :n_window]


first, second = unit_profiles(), unit_profiles()
left = sigma * first
right = mean_width + sigma * (c * first + np.sqrt(1 - c**2) * second)
width = right - left
centre = (left + right) / 2
lwr_lines = width.std()
assert abs(lwr_lines - lwr) < 0.015          # sampling error about 0.003 nm
centre_rms = sigma * np.sqrt((1 + c) / 2)
assert abs(centre.std() - centre_rms) < 0.015

# One single line: its own LERs and c must reproduce its own LWR
one_l, one_r = left[0].std(), right[0].std()
one_c = np.corrcoef(left[0], right[0])[0, 1]
one_lwr = width[0].std()
one_formula = lwr_formula(one_l, one_r, one_c)
assert abs(one_lwr - one_formula) < 1e-9

# Finite length: variance carried by the line mean, and line-to-line scatter
ratio = length / xi
lost = np.sqrt(np.pi) * erf(ratio) / ratio - (1 - np.exp(-ratio**2)) / ratio**2
lost_lines = np.mean((width.mean(axis=1) - mean_width)**2) / lwr**2
assert abs(lost_lines / lost - 1) < 0.15     # sampling error about 3 percent
scatter = lwr * 0.5 * np.sqrt(2 * np.sqrt(np.pi / 2) / ratio)
line_lwr = width.std(axis=1)
assert abs(line_lwr.std() / scatter - 1) < 0.10
c_lines = np.array([np.corrcoef(p, q)[0, 1] for p, q in zip(left, right)])

# Independent detection noise on each edge
noisy_ler = np.sqrt(sigma**2 + noise**2)
noisy_c = c * sigma**2 / noisy_ler**2
noisy_lwr = np.sqrt(lwr**2 + 2 * noise**2)
noisy_left = left + noise * rng.standard_normal(left.shape)
noisy_right = right + noise * rng.standard_normal(right.shape)
assert abs((noisy_right - noisy_left).std() - noisy_lwr) < 0.015
assert abs(noisy_left.std() - noisy_ler) < 0.015
assert abs(np.corrcoef(noisy_left.ravel(), noisy_right.ravel())[0, 1]
           - noisy_c) < 0.015

# Local tilt: perpendicular width = width / sqrt(1 + slope^2)
slope_rms = np.sqrt(2) * centre_rms / xi
nodes, weights = np.polynomial.hermite_e.hermegauss(40)
weights = weights / weights.sum()
cosine = 1 / np.sqrt(1 + (slope_rms * nodes)**2)
mean_cos, mean_cos2 = weights @ cosine, weights @ cosine**2
perp_lwr = np.sqrt((mean_width**2 + lwr**2) * mean_cos2
                   - (mean_width * mean_cos)**2)
slope = np.gradient(centre, step, axis=1)
perp_lines = (width / np.sqrt(1 + slope**2)).std()
assert abs((perp_lines - lwr_lines) - (perp_lwr - lwr)) < 0.002

# Unequal edges and an error in c
unequal = lwr_formula(1.6, 1.4, c)
c_low, c_high = c - 0.05, c + 0.05

print("MAIN RESULT")
print(f"LER of each edge (1 sigma): {sigma:.3f} nm")
print(f"edge-correlation coefficient: {c:.2f}")
print(f"edge variance: {sigma**2:.4f} nm^2")
print(f"edge covariance: {c * sigma**2:.4f} nm^2")
print(f"width variance: {lwr**2:.4f} nm^2")
print(f"LWR from formula (1 sigma): {lwr:.4f} nm")
print(f"LWR from integration: {lwr_integral:.4f} nm")
print(f"LER and LWR as 3 sigma: {3*sigma:.2f} and {3*lwr:.2f} nm")
print(f"centre-line roughness: {centre_rms:.4f} nm")
for corr in (-1.0, -0.5, 0.0, 0.5, 1.0):
    print(f"LWR at c = {corr:+.1f}: {lwr_formula(sigma, sigma, corr):.4f} nm")
print("THREE-POSITION PROFILE")
print(f"amplitude a: {a:.4f} nm")
print("left displacements (nm):", np.round(left3, 3))
print("right displacements (nm):", np.round(right3, 3))
print("width deviations (nm):", np.round(width3, 3))
print(f"c, same direction: {c3:.3f}; c, outward: {c3_outward:.3f}")
print(f"LWR of this profile: {width3.std():.4f} nm")
print("RANDOM LINES")
print(f"mean width: {mean_width:.0f} nm; correlation length: {xi:.0f} nm")
print(f"line length: {length:.0f} nm; sampling step: {step:.1f} nm")
print(f"number of lines: {n_lines}")
print(f"LWR over all lines: {lwr_lines:.4f} nm")
print(f"centre-line roughness over all lines: {centre.std():.4f} nm")
print(f"one line, left and right LER: {one_l:.4f} and {one_r:.4f} nm")
print(f"one line, c: {one_c:.4f}")
print(f"one line, LWR measured: {one_lwr:.4f} nm")
print(f"one line, LWR from formula: {one_formula:.4f} nm")
print("NEGLECTED EFFECTS")
print(f"edge noise assumed: {noise:.2f} nm per edge")
print(f"with noise, apparent LER: {noisy_ler:.4f} nm")
print(f"with noise, apparent c: {noisy_c:.4f}")
print(f"with noise, apparent LWR: {noisy_lwr:.4f} nm")
print(f"line-to-line LWR scatter, estimate: {scatter:.3f} nm")
print(f"line-to-line LWR scatter, lines: {line_lwr.std():.3f} nm")
print(f"line-to-line scatter of c, lines: {c_lines.std():.3f}")
print(f"variance lost to line mean, estimate: {100*lost:.2f} %")
print(f"variance lost to line mean, lines: {100*lost_lines:.2f} %")
print(f"LWR for edges 1.6 and 1.4 nm: {unequal:.4f} nm")
print(f"LWR at c = {c_low:.2f}: {lwr_formula(sigma, sigma, c_low):.4f} nm")
print(f"LWR at c = {c_high:.2f}: {lwr_formula(sigma, sigma, c_high):.4f} nm")
print(f"rms slope of centre line: {slope_rms:.4f}")
print(f"LWR of perpendicular width, estimate: {perp_lwr:.4f} nm")
print(f"tilt shift of LWR, estimate: {perp_lwr - lwr:.4f} nm")
print(f"tilt shift of LWR, lines: {perp_lines - lwr_lines:.4f} nm")
print("checks complete")
```

It prints:

```
MAIN RESULT
LER of each edge (1 sigma): 1.500 nm
edge-correlation coefficient: 0.50
edge variance: 2.2500 nm^2
edge covariance: 1.1250 nm^2
width variance: 2.2500 nm^2
LWR from formula (1 sigma): 1.5000 nm
LWR from integration: 1.5000 nm
LER and LWR as 3 sigma: 4.50 and 4.50 nm
centre-line roughness: 1.2990 nm
LWR at c = -1.0: 3.0000 nm
LWR at c = -0.5: 2.5981 nm
LWR at c = +0.0: 2.1213 nm
LWR at c = +0.5: 1.5000 nm
LWR at c = +1.0: 0.0000 nm
THREE-POSITION PROFILE
amplitude a: 1.8371 nm
left displacements (nm): [ 1.837 -1.837  0.   ]
right displacements (nm): [ 1.837  0.    -1.837]
width deviations (nm): [ 0.     1.837 -1.837]
c, same direction: 0.500; c, outward: -0.500
LWR of this profile: 1.5000 nm
RANDOM LINES
mean width: 30 nm; correlation length: 25 nm
line length: 2000 nm; sampling step: 2.5 nm
number of lines: 2000
LWR over all lines: 1.5049 nm
centre-line roughness over all lines: 1.2971 nm
one line, left and right LER: 1.5335 and 1.4093 nm
one line, c: 0.5987
one line, LWR measured: 1.3228 nm
one line, LWR from formula: 1.3228 nm
NEGLECTED EFFECTS
edge noise assumed: 0.50 nm per edge
with noise, apparent LER: 1.5811 nm
with noise, apparent c: 0.4500
with noise, apparent LWR: 1.6583 nm
line-to-line LWR scatter, estimate: 0.133 nm
line-to-line LWR scatter, lines: 0.131 nm
line-to-line scatter of c, lines: 0.097
variance lost to line mean, estimate: 2.20 %
variance lost to line mean, lines: 2.19 %
LWR for edges 1.6 and 1.4 nm: 1.5100 nm
LWR at c = 0.45: 1.5732 nm
LWR at c = 0.55: 1.4230 nm
rms slope of centre line: 0.0735
LWR of perpendicular width, estimate: 1.5002 nm
tilt shift of LWR, estimate: 0.0002 nm
tilt shift of LWR, lines: 0.0004 nm
checks complete
```
